\section*{Broken symmetry and spurious crystal fields in density-density $d^2$ models, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

My impurity solver for a $3d$ shell keeps only the density-density part of the Coulomb interaction: $U_{ab}n_{a\uparrow}n_{b\downarrow}$ and $(U_{ab}-J_{ab})n_{a\sigma}n_{b\sigma}$. To test it I removed the bath and the crystal field and put two electrons in the shell. I expected the terms $^3F$, $^1D$, $^3P$, $^1G$, $^1S$ and five equal orbital occupations. I get neither, and the levels change when I switch from real cubic harmonics to complex spherical harmonics.

I am stuck on three points. How does one prove that the truncation breaks rotational invariance, when $U_{ab}$ and $J_{ab}$ come from a rotationally invariant interaction? What are the truncated levels in each basis? And is it right to say that the truncation creates a crystal field? When I put $2/5$ of an electron in each orbital and evaluate the Hartree--Fock potential of the truncated interaction, all five orbitals get the same energy, so I do not see where a field could come from or how large it would be.

\section*{Answer}

Your mean-field result is correct, and it does not contradict the unequal occupations: the anisotropy is a two-body effect. Everything below is for $d^2$ without spin-orbit coupling and with one radial function $R(r)$ for all five orbitals.

\subsection*{The full interaction}

With $i,j,k,l$ labelling the ten spin orbitals and $v=e^2/(4\pi\epsilon_0 r_{12})$,
\begin{equation}
H=\tfrac12\sum_{ijkl}\langle ij|v|kl\rangle\, c_i^\dagger c_j^\dagger c_l c_k .
\end{equation}
Insert $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})\frac{4\pi}{2k+1}\sum_q Y_{kq}(1)Y^*_{kq}(2)$ and define
\begin{align}
F^k&=\frac{e^2}{4\pi\epsilon_0}\iint R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2,\\
c^k(m,m')&=\sqrt{\tfrac{4\pi}{2k+1}}\int Y^*_{2m}Y_{k,m-m'}Y_{2m'}\,d\Omega .
\end{align}
The $c^k$ are real, and parity and the triangle rule leave $k=0,2,4$. The angular integral of electron 1 gives $c^k(m_1,m_3)$ with $q=m_1-m_3$. That of electron 2 is the complex conjugate of $\int Y^*_{2m_4}Y_{kq}Y_{2m_2}$ and gives $c^k(m_4,m_2)$ with $q=m_4-m_2$. For the direct integral $U_{mm'}=\langle mm'|v|mm'\rangle$ and the exchange integral $J_{mm'}=\langle mm'|v|m'm\rangle$ this means
\begin{equation}
U_{mm'}=\sum_kF^kc^k(m,m)c^k(m',m'),\qquad J_{mm'}=\sum_kF^k[c^k(m,m')]^2 .
\end{equation}
Each $c^k$ is a polynomial integral in $x=\cos\theta$. From $|Y_{22}|^2=\frac{15}{32\pi}(1-x^2)^2$,
\begin{equation}
c^2(2,2)=\tfrac{15}{16}\int_{-1}^1(1-x^2)^2\,\tfrac{3x^2-1}{2}\,dx=\tfrac{15}{16}\cdot\tfrac12\left(\tfrac{48}{105}-\tfrac{16}{15}\right)=-\tfrac27 ,
\end{equation}
and with $Y_{44}=\frac{3}{16}\sqrt{35/2\pi}\,\sin^4\theta\,e^{4i\varphi}$ and $\int(1-x^2)^4dx=\frac{256}{315}$ one finds $c^4(2,-2)=\frac{15}{16}\cdot\frac{3}{16}\cdot\frac{256}{315}\cdot\frac23\sqrt{35/2}=\sqrt{70}/21$. The others follow in the same way. For $|m|=2,1,0$ the diagonal values are $7c^2=-2,1,2$ and $21c^4=1,-4,6$, and $c^0(m,m')=\delta_{mm'}$. For the pairs $(2,1)$, $(2,0)$, $(2,-1)$, $(2,-2)$, $(1,0)$, $(1,-1)$ the squares are $49[c^2]^2=6,4,0,0,1,6$ and $441[c^4]^2=5,15,35,70,30,40$; they are unchanged when both $m$ change sign.

The Racah parameters are
\begin{equation}
A=F^0-\tfrac{49}{441}F^4,\qquad B=\tfrac{1}{49}F^2-\tfrac{5}{441}F^4,\qquad C=\tfrac{35}{441}F^4 .
\end{equation}
An expression $F^0+\alpha F^2/49+\gamma F^4/441$ equals $A+\alpha B+\kappa C$ with $-49-5\alpha+35\kappa=\gamma$, and without the $F^0$ the $A$ and the $-49$ drop out. For example $U_{21}$ has $\alpha=-2$, $\gamma=-4$, so $\kappa=1$. The full list is
\begin{center}
\begin{tabular}{cccc}
$(m,m')$ & $U-A$ & $J$ & $U-J-A$\\
$(2,1)$ & $-2B+C$ & $6B+C$ & $-8B$\\
$(2,0)$ & $-4B+C$ & $4B+C$ & $-8B$\\
$(2,-1)$ & $-2B+C$ & $C$ & $-2B$\\
$(2,-2)$ & $4B+2C$ & $2C$ & $4B$\\
$(1,0)$ & $2B+C$ & $B+C$ & $B$\\
$(1,-1)$ & $B+2C$ & $6B+2C$ & $-5B$\\
\end{tabular}
\end{center}
$U_{mm'}$ depends only on $|m|$ and $|m'|$, so $U_{22}=A+4B+2C$ and $U_{11}=A+B+2C$; in addition $U_{00}=A+4B+3C$. I assume $B>0$ and $C>0$.

$H$ commutes with $\mathbf L$ and $\mathbf S$, so the trace of $H$ in a block of fixed $(M_L,M_S)$ is the sum of the term energies that occur there. A same-spin determinant has diagonal element $U-J$, an opposite-spin one has $U$. For $M_S=1$, $M_L=3$ there is only $(2,1)$, so $E(^3F)=A-8B$. For $M_S=1$, $M_L=1$ the determinants $(2,-1)$ and $(1,0)$ sum to $2A-B$, so $E(^3P)=A+7B$. For $M_S=0$, $M_L=4$ gives $E(^1G)=U_{22}=A+4B+2C$. For $M_L=2$ the trace $2U_{20}+U_{11}=3A-7B+4C$ contains $^1G$, $^3F$, $^1D$, so $E(^1D)=A-3B+2C$. For $M_L=0$ the trace $2U_{22}+2U_{11}+U_{00}=5A+14B+11C$ contains all five terms; the four known ones sum to $4A+4C$, so $E(^1S)=A+14B+7C$.

In thermal equilibrium the spin-summed matrix $\langle c^\dagger_ac_b\rangle$ commutes with all rotations of the irreducible $d$ space. By Schur's lemma it is a multiple of the unit matrix, and its trace is 2, so every orbital in every basis holds $2/5$ at every temperature.

\subsection*{What the truncation is}

Choose an orthonormal orbital basis $\{a\}$. The terms of $H$ with $(k,l)=(i,j)$ or $(j,i)$ are products of number operators, because $c_i^\dagger c_j^\dagger c_jc_i=n_in_j$ and $c_i^\dagger c_j^\dagger c_ic_j=-n_in_j$ for $i\ne j$. Exchange needs equal spins, so these terms add up to
\begin{equation}
H_{dd}=\tfrac12\sum_{ab\sigma}U_{ab}\,n_{a\sigma}n_{b,-\sigma}+\tfrac12\sum_{a\neq b,\sigma}(U_{ab}-J_{ab})\,n_{a\sigma}n_{b\sigma}.
\end{equation}
Every other term moves an electron to a different spin orbital and has no diagonal element between determinants. Hence, with $|D\rangle$ the 45 determinants of the chosen basis,
\begin{equation}
H_{dd}=\sum_D|D\rangle\langle D|H|D\rangle\langle D| .
\end{equation}
The invariance of $H$ leaves the numbers $E_D=\langle D|H|D\rangle$ unchanged when the basis is rotated (not under a general unitary mixing of the orbitals), but the projectors $|D\rangle\langle D|$ belong to the basis. The trace is kept, so the mean energy is the same in every basis. The sum of squared matrix elements loses its off-diagonal part, so the spread of levels cannot grow. No $E_D$ lies below the true ground energy.

\subsection*{Levels in the two bases}

In the complex basis the last column of the table, with its mirror images $m\to-m$, gives the ten $M_S=1$ levels
\begin{equation}
(E-A)/B=-8\ (\times4),\quad -5,\quad -2\ (\times2),\quad +1\ (\times2),\quad +4 .
\end{equation}
The 25 levels with $M_S=0$ are the $U_{mm'}$: $A-4B+C$ ($\times4$), $A-2B+C$ ($\times8$), $A+2B+C$ ($\times4$), $A+B+2C$ ($\times4$), $A+4B+2C$ ($\times4$), $A+4B+3C$.

For the real basis write $|Y_{2m}|=|f_m(\theta)|$ and take $\sqrt2f_m\cos m\varphi$ and $\sqrt2f_m\sin m\varphi$: $m=2$ gives $x^2-y^2$ and $xy$, $m=1$ gives $xz$ and $yz$, and $Y_{20}$ is $z^2$. The Coulomb energy between two charge distributions vanishes unless they carry the same azimuthal index. The self-energy of $f_mf_{m'}e^{i(m-m')\varphi}$ is $J_{mm'}$ by definition, so the same distribution with a cosine or a sine, being half the sum or difference of two such exponentials, has self-energy $\frac14\cdot2J_{mm'}=J_{mm'}/2$.

The densities are $f_m^2(1\pm\cos2m\varphi)$. Two orbitals of equal $m$ therefore have $U=U_{mm}\pm J_{m,-m}/2$, with $+$ for an orbital with itself and $-$ for its partner. Orbitals of different $m$ have $U=U_{mm'}$, since the oscillating parts do not match. All diagonal values coincide: $A+4B+2C+C=A+B+2C+(3B+C)=U_{00}\equiv U_0=A+4B+3C$. The exchange integrals are self-energies of overlap densities. For partners the overlap is $f_m^2\sin2m\varphi$, so $J=J_{m,-m}/2$. For $z^2$ it is $\sqrt2f_0f_m\cos m\varphi$ (or sine), so $J=J_{m0}$. For $m=1$ with $m=2$ it is, for instance, $2f_1f_2\cos\varphi\cos2\varphi=f_1f_2(\cos\varphi+\cos3\varphi)$, so $J=(J_{21}+J_{2,-1})/2=3B+C$, and the other three combinations differ only by signs and sines. With $J_{ab}=C+j_{ab}B$:
\begin{center}
\begin{tabular}{clc}
$j$ & pairs & $U_{ab}-A$\\
0 & $(xy,x^2{-}y^2)$ & $4B+C$\\
1 & $(xz,z^2)$, $(yz,z^2)$ & $2B+C$\\
3 & $(xz,yz)$; $xz$ or $yz$ with $xy$ or $x^2{-}y^2$ & $-2B+C$\\
4 & $(xy,z^2)$, $(x^2{-}y^2,z^2)$ & $-4B+C$\\
\end{tabular}
\end{center}
Row by row, $U_{ab}=U_0-2J_{ab}$. The same-spin energies are $U_0-3J_{ab}=A+(4-3j)B$:
\begin{equation}
(E-A)/B=-8\ (\times2),\quad -5\ (\times5),\quad +1\ (\times2),\quad +4 .
\end{equation}
The $M_S=0$ levels are the last column with multiplicities $2,4,10,4$ (each pair twice) and $U_0$ five times. The two bases give different spectra, and neither is the term spectrum.

The $M_S=1$ block has a compact form. It contains only $^3F$ and $^3P$, so $H=A-8B+15B\,P$ with $P$ the projector on the three $^3P$ states, and
\begin{equation}
E_D=A-8B+15B\,p_D,\qquad p_D=\langle D|P|D\rangle .
\end{equation}
Each truncated level is an average of the two terms, weighted by the $^3P$ content of the determinant. Comparison with the lists gives $p=(4-j)/5$ in the real basis, and $p=0,0,\frac25,\frac45,\frac35,\frac15$ down the rows of the complex table.

\subsection*{Which symmetries are lost}

\emph{Rotations.} If $H_{dd}$ commuted with $\mathbf L$, each of its eigenspaces in the $M_S=1$ block would be a rotationally invariant subspace of $(L{=}3)\oplus(L{=}1)$, of dimension 3, 7 or 10. Both lists contain a nondegenerate level, so $[H_{dd},\mathbf L]\neq0$ in both bases whenever $B\neq0$.

\emph{Spin.} For a diagonal operator, $\langle f|[H_{dd},S_+]|i\rangle=(E_f-E_i)\langle f|S_+|i\rangle$. For each pair $a<b$, $S_+$ connects $|a{\uparrow}b{\downarrow}\rangle$ and $|a{\downarrow}b{\uparrow}\rangle$ to $|a{\uparrow}b{\uparrow}\rangle$ with $E_f-E_i=-J_{ab}$, and $|a{\downarrow}b{\downarrow}\rangle$ to the same two states with $+J_{ab}$; it annihilates $|a{\uparrow}a{\downarrow}\rangle$. The Frobenius norm obeys $\|[H_{dd},S_+]\|^2=4\sum_{a<b}J_{ab}^2$. In the real basis $\sum j=2+15+8=25$ and $\sum j^2=2+45+32=79$, so
\begin{equation}
\|[H_{dd},S_+]\|^2=4\,(10C^2+50BC+79B^2).
\end{equation}

\emph{What survives.} A rotation that permutes the basis orbitals up to phases permutes the determinants, and it preserves $E_D$ because $H$ is invariant; it commutes with $H_{dd}$. In the complex basis this holds for all rotations about $z$ and for twofold rotations about any axis perpendicular to $z$, which exchange $m$ and $-m$ up to phases. In the real basis it holds for $C_{4z}$ and $C_{2x}$, which generate $D_4$ ($D_{4h}$ with inversion, which acts trivially). The threefold rotation $x\to y\to z\to x$ permutes the $t_{2g}$ orbitals but mixes the $e_g$ pair. With the normalised functions $\sqrt{5/16\pi}\,(2z^2-x^2-y^2)/r^2$ and $\sqrt{15/16\pi}\,(x^2-y^2)/r^2$, comparison of the coefficients of $x^2$, $y^2$, $z^2$ gives
\begin{equation}
|x^2\rangle\equiv C_3|z^2\rangle=-\tfrac12|z^2\rangle+\tfrac{\sqrt3}{2}|x^2{-}y^2\rangle .
\end{equation}
The eigenstate $(xy,z^2)$ at $A-8B$ goes into $(yz,x^2)$, a superposition of levels at $A+B$ and $A-5B$, which is no eigenstate. The five-orbital truncation in cubic harmonics is thus tetragonal and not cubic. In a model restricted to $t_{2g}$, $C_3$ is a permutation and cubic symmetry is kept, while spin rotation is still broken.

\emph{Basis dependence.} Rotating the frame by $R$ turns the determinants into $R|D\rangle$, with energies $\langle D|R^\dagger HR|D\rangle=E_D$, so $H_{dd}(R)=RH_{dd}R^\dagger$: the spectrum is the same, and the anisotropy follows the arbitrary axes. A mixing that is not a rotation can change the spectrum. Take $z'=\cos\phi\,|z^2\rangle+\sin\phi\,|x^2{-}y^2\rangle$. Then $(xy,z')=\cos\phi\,(xy,z^2)+\sin\phi\,(xy,x^2{-}y^2)$. The first determinant has $p=0$, so $P$ annihilates it and the cross term vanishes; the second has $p=\frac45$. Therefore $E(xy{\uparrow},z'{\uparrow})=A-8B+12B\sin^2\phi$, which depends continuously on the choice.

\emph{Limits.} For $F^2=F^4=0$, $H=F^0$ is a constant and nothing is broken. For $B=0$, which needs $F^2=5F^4/9$, the $M_S=1$ block is a constant, but $C$ still breaks rotations: $l_x\,yz=-i(y\partial_z-z\partial_y)yz=-i(y^2-z^2)$, so $L_x$ connects $|yz{\uparrow}\,yz{\downarrow}\rangle$ at $A+3C$ to determinants with two different orbitals at $A+C$.

\subsection*{Why your mean-field test shows no field}

With $1/5$ of an electron in each spin orbital, the mean-field level of $a\sigma$ is
\begin{equation}
\tfrac15\Big[\sum_bU_{ab}+\sum_{b\ne a}(U_{ab}-J_{ab})\Big]=\tfrac15\sum_b(2U_{ab}-J_{ab}),
\end{equation}
where $J_{aa}=U_{aa}$ lets the second sum run over all $b$. The sum is the expectation value in $|a\rangle$ of the Coulomb-minus-exchange operator of the filled shell. That operator is built from the projector on the whole $d$ space, so it is rotationally invariant, and by Schur's lemma it is a constant on that space. The level is independent of $a$ in any orthonormal basis. The statement that the truncation creates a crystal field is therefore false at mean-field level for a spherical unpolarised density. It is true in two other senses, which give different numbers.

We have shown that the truncation breaks rotational and spin symmetry and found its levels in both bases, while the mean-field potential of a spherical unpolarised density shows no crystal field. What remains is to work out the two senses in which the truncation does create a field, and to put numbers to them for V$^{3+}$.
